# Exponential tail of a buried marker under complete ion mixing: test program

```python
"""Sputter depth profile of a thin buried marker under complete ion mixing.

Result under test: if a zone of thickness w below the receding surface is kept
uniform, and marker and matrix sputter equally, the marker signal starts at
eroded depth z0 - w and decays as exp(-(z - z0 + w)/w): decay length = w.
Symbols: z eroded depth, z0 marker depth, r sputtering probability of a marker
atom relative to a matrix atom, f retained gas fraction, s rms roughness,
P = v w / D with erosion speed v and mixing diffusivity D in the zone.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfc, expit

rng = np.random.default_rng(12345)

# ---- rough round parameters: Ge marker in Si, about 1 keV argon ----
w = 2.0                    # mixing zone, nm
z0 = 20.0                  # marker depth, nm
density = 50.0             # target atoms per nm^3
marker_areal = 1.0         # marker atoms per nm^2 (1e14 per cm^2)
layer_width = 0.5          # width of a non-ideal marker, nm
sputter_yield = 0.8        # target atoms per ion
current_density = 100e-6   # A/cm^2
ion_energy = 1000.0        # eV
displacement_energy = 15.0  # eV
hop_length = 1.0           # rms relocation length, nm
r_example = 0.8
gas_fraction = 0.05
roughness = 0.5            # nm
edge_width = 0.4           # softness of lower zone edge, nm
temperature = 300.0        # K
diffusion_prefactor = 10.0  # cm^2/s
activation_energy = 4.7    # eV


# ---- atom-by-atom removal from a randomly stirred zone ----
def simulate_removal(r, gas=0.0, zone_atoms=200, copies=10000):
    """Return mean delay, its spread, tail length and centroid shift.

    All are in units of zone_atoms removed target atoms.
    Labels: 0 matrix, 1 marker, 2 retained gas held at constant number.
    """
    gas_atoms = round(gas * zone_atoms)
    zone = np.zeros((copies, zone_atoms), dtype=np.int8)
    zone[:, :gas_atoms] = 2
    acceptance = np.array([1.0, r, 0.0]) / max(1.0, r)
    rows = np.arange(copies)
    first, last = 51, 54   # places of markers in the queue below the zone
    total = last + int(14 * zone_atoms / r)
    emitted = np.zeros(total + 1)
    for removal in range(1, total + 1):
        pick = rng.integers(zone_atoms, size=copies)
        label = zone[rows, pick]
        retry = np.flatnonzero(rng.random(copies) >= acceptance[label])
        while retry.size:
            pick[retry] = rng.integers(zone_atoms, size=retry.size)
            label[retry] = zone[retry, pick[retry]]
            refused = rng.random(retry.size) >= acceptance[label[retry]]
            retry = retry[refused]
        emitted[removal] = np.count_nonzero(label == 1)
        zone[rows, pick] = 1 if first <= removal <= last else 0
    order = np.arange(total + 1)
    mean_order = np.sum(order * emitted) / emitted.sum()
    spread = np.sqrt(np.sum((order - mean_order)**2 * emitted)
                     / emitted.sum())
    queue_mean = 0.5 * (first + last)
    buried_order = zone_atoms - gas_atoms + queue_mean
    early = emitted[last + zone_atoms + 1:].sum()
    late = emitted[last + 4 * zone_atoms + 1:].sum()
    tail = 3 * zone_atoms / np.log(early / late)
    values = np.array([mean_order - queue_mean, spread, tail,
                       mean_order - buried_order])
    return values / zone_atoms


mc_equal = simulate_removal(1.0)
mc_preferential = simulate_removal(r_example)
mc_gas = simulate_removal(1.0, gas=gas_fraction)
for measured, predicted, shift in (
        (mc_equal, 1.0, 0.0),
        (mc_preferential, 1 / r_example, 1 / r_example - 1),
        (mc_gas, 1 - gas_fraction, 0.0)):
    # tolerances are several counting errors of about 40000 marker atoms
    assert abs(measured[0] / predicted - 1) < 0.025
    assert abs(measured[1] / predicted - 1) < 0.04
    assert abs(measured[2] / predicted - 1) < 0.06
    assert abs(measured[3] - shift) < 0.03


# ---- finite marker layer: integrated balance against closed form ----
layer_top = z0 - layer_width / 2
layer_fraction = marker_areal / (density * layer_width)


def layer_signal(z, r):
    q = np.asarray(z) - layer_top + w
    entering = 1 - np.exp(-r * np.clip(q, 0, layer_width) / w)
    after = np.exp(-r * np.maximum(q - layer_width, 0) / w)
    return layer_fraction * entering * after


def zone_balance(z, fraction):
    inside = layer_top <= z + w <= layer_top + layer_width
    return (layer_fraction * inside - r_example * fraction) / w


depths = np.linspace(0, 80, 8001)
solution = solve_ivp(zone_balance, (0, 80), [0.0], t_eval=depths,
                     max_step=0.02, rtol=1e-8, atol=1e-12)
assert solution.success
numeric_signal = r_example * solution.y[0]
layer_error = np.max(np.abs(numeric_signal - layer_signal(depths, r_example)))
assert layer_error < 1e-4 * numeric_signal.max()
area = trapezoid(numeric_signal, depths)
centroid = trapezoid(depths * numeric_signal, depths) / area
assert abs(area * density / marker_areal - 1) < 1e-3
assert abs(centroid - (z0 - w + w / r_example)) < 1e-3


# ---- Gaussian roughness: quadrature against closed form ----
def rough_formula(x):
    """Unit-area response at distance x past the ideal front."""
    return (np.exp(roughness**2 / (2 * w**2) - x / w) / (2 * w)
            * erfc((roughness**2 / w - x) / (np.sqrt(2) * roughness)))


def rough_quadrature(x):
    def integrand(u):
        height_weight = (np.exp(-u**2 / (2 * roughness**2))
                         / (roughness * np.sqrt(2 * np.pi)))
        return height_weight * np.exp(-(x - u) / w) / w
    return quad(integrand, -8 * roughness, min(x, 8 * roughness),
                epsabs=1e-13, epsrel=1e-11)[0]


for x in (-0.5, 0.2, 1.0, 3.0, 10.0):
    assert abs(rough_quadrature(x) / rough_formula(x) - 1) < 1e-6
rough_tail = w / np.log(rough_quadrature(5 * w) / rough_quadrature(6 * w))
tail_gain = rough_quadrature(6 * w) * w * np.exp(6)
assert abs(rough_tail / w - 1) < 1e-6
assert abs(tail_gain / np.exp(roughness**2 / (2 * w**2)) - 1) < 1e-6


# ---- incomplete mixing: finite volumes against the slowest mode ----
def finite_volume(peclet, r=1.0, edge=0.0):
    """Tail length and mean residence depth, in units of w."""
    length = 1.0 + 12 * edge
    cells = int(round(400 * length))
    step = length / cells
    faces = step * np.arange(1, cells)
    strength = expit((1 - faces) / edge) if edge else np.ones(cells - 1)
    # the floor suppresses oscillation where mixing is nearly absent
    exchange = np.maximum(strength / (peclet * step), 0.5)
    surface = 2 / (peclet * step)
    band = np.zeros((3, cells))
    band[0, 1:] = -(0.5 + exchange)
    band[1, :-1] += exchange - 0.5
    band[1, 1:] += exchange + 0.5
    band[1, 0] += r * surface / (r - 1 + surface)
    band[2, :-1] = 0.5 - exchange
    source = np.zeros(cells)
    source[-1] = 1.0
    residence = step * solve_banded((1, 1), band, source).sum()
    profile = np.ones(cells) / cells
    for _ in range(120):
        updated = solve_banded((1, 1), band, step * profile)
        tail = updated.sum()
        profile = updated / tail
    return tail, residence


def mode_tail(peclet):
    def condition(k):
        return ((k**2 - peclet**2 / 4) * np.sin(k)
                - peclet * k * np.cos(k))
    k = brentq(condition, 1e-5, np.pi)
    return peclet / (k**2 + peclet**2 / 4)


for peclet in (0.05, 0.7, 3.0):
    tail, residence = finite_volume(peclet)
    assert abs(tail / mode_tail(peclet) - 1) < 1e-3
    assert abs(residence - 1) < 1e-6
small_peclet = 0.05
assert abs(mode_tail(small_peclet) - (1 - small_peclet / 6)) \
    < 0.1 * small_peclet**2
assert abs(finite_volume(0.001, r_example)[0] * r_example - 1) < 2e-3

# ---- worked example ----
ion_flux = current_density / constants.e / 1e14     # ions/nm^2/s
speed = ion_flux * sputter_yield / density          # nm/s
energy_per_depth = ion_energy / w                   # eV/nm
displacements = 0.8 * energy_per_depth / (2 * displacement_energy)
mixing_diffusivity = (ion_flux * displacements / density
                      * hop_length**2 / 6)          # nm^2/s
peclet_example = speed * w / mixing_diffusivity
peak = marker_areal / (density * w)
finite_tail = w * mode_tail(peclet_example)
soft_tail = w * finite_volume(peclet_example, edge=edge_width / w)[0]
combined_tail = w * finite_volume(peclet_example, r_example,
                                  edge_width / w)[0]
x_grid = np.linspace(-3 * roughness, 5 * w, 20001)
rough_values = marker_areal / density * rough_formula(x_grid)
rough_peak_index = np.argmax(rough_values)
layer_peak = layer_signal(layer_top + layer_width - w, 1.0)
profile_time = z0 / speed
k_ev = constants.k / constants.e
thermal_diffusivity = diffusion_prefactor * np.exp(
    -activation_energy / (k_ev * temperature))
thermal_length = np.sqrt(2 * thermal_diffusivity * profile_time) * 1e7


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("INPUTS (rough round values)")
show("mixing-zone thickness w", w, "nm")
show("marker depth z0", z0, "nm")
show("silicon atomic density", density * 1e21, "atoms/cm^3")
show("marker areal density", marker_areal * 1e14, "atoms/cm^2")
show("argon ion energy", ion_energy, "eV")
show("ion current density", current_density * 1e6, "uA/cm^2")
show("sputter yield", sputter_yield, "atoms/ion")
print("IDEAL PROFILE")
show("erosion speed", speed, "nm/s")
show("time to erode to z0", profile_time, "s")
show("ion fluence to erode one w", density * w / sputter_yield * 1e14,
     "ions/cm^2")
show("front position z0-w", z0 - w, "nm")
show("peak marker fraction", 100 * peak, "%")
show("decay length", w, "nm")
show("depth per decade of decay", w * np.log(10), "nm")
for depth in (20, 22, 24, 30):
    show(f"marker fraction at eroded depth {depth} nm",
         100 * peak * np.exp(-(depth - z0 + w) / w), "%")
print("ATOM-BY-ATOM SIMULATION (lengths divided by w)")
for name, result in (("equal sputtering", mc_equal),
                     ("preferential", mc_preferential),
                     ("retained gas", mc_gas)):
    print(f"{name}: mean delay {result[0]:.3f}, spread {result[1]:.3f}, "
          f"tail {result[2]:.3f}, centroid shift {result[3]:.3f}")
print("NEGLECTED EFFECTS")
show("relative marker sputtering r", r_example)
show("tail with unequal sputtering alone", w / r_example, "nm")
show("centroid with unequal sputtering alone", z0 - w + w / r_example, "nm")
show("displacement energy", displacement_energy, "eV")
show("rms hop length", hop_length, "nm")
show("displacements per ion per depth", displacements, "1/nm")
show("mixing diffusivity", mixing_diffusivity, "nm^2/s")
show("ratio P = v w/D", peclet_example)
show("tail with incomplete mixing alone", finite_tail, "nm")
show("small-P estimate of that tail", w * (1 - peclet_example / 6), "nm")
show("soft-edge width", edge_width, "nm")
show("tail with incomplete mixing and soft edge", soft_tail, "nm")
show("tail with these two and unequal sputtering", combined_tail, "nm")
show("retained argon fraction", 100 * gas_fraction, "%")
show("tail with retained argon alone", (1 - gas_fraction) * w, "nm")
show("rms roughness", roughness, "nm")
show("tail length with roughness, by quadrature", rough_tail, "nm")
show("tail amplitude factor from roughness", tail_gain)
show("peak marker fraction with roughness",
     100 * rough_values[rough_peak_index], "%")
show("peak position with roughness", z0 - w + x_grid[rough_peak_index], "nm")
show("finite marker width", layer_width, "nm")
show("peak marker fraction with finite width", 100 * layer_peak, "%")
show("temperature", temperature, "K")
show("thermal diffusion prefactor", diffusion_prefactor, "cm^2/s")
show("thermal activation energy", activation_energy, "eV")
show("thermal diffusion length during profile", thermal_length, "nm", ".1e")
print("every check passed")
```

Running it gives:

```
INPUTS (rough round values)
mixing-zone thickness w: 2 nm
marker depth z0: 20 nm
silicon atomic density: 5e+22 atoms/cm^3
marker areal density: 1e+14 atoms/cm^2
argon ion energy: 1000 eV
ion current density: 100 uA/cm^2
sputter yield: 0.8 atoms/ion
IDEAL PROFILE
erosion speed: 0.09986 nm/s
time to erode to z0: 200.3 s
ion fluence to erode one w: 1.25e+16 ions/cm^2
front position z0-w: 18 nm
peak marker fraction: 1 %
decay length: 2 nm
depth per decade of decay: 4.605 nm
marker fraction at eroded depth 20 nm: 0.3679 %
marker fraction at eroded depth 22 nm: 0.1353 %
marker fraction at eroded depth 24 nm: 0.04979 %
marker fraction at eroded depth 30 nm: 0.002479 %
ATOM-BY-ATOM SIMULATION (lengths divided by w)
equal sputtering: mean delay 0.990, spread 0.988, tail 0.978, centroid shift -0.010
preferential: mean delay 1.245, spread 1.249, tail 1.244, centroid shift 0.245
retained gas: mean delay 0.955, spread 0.962, tail 0.962, centroid shift 0.005
NEGLECTED EFFECTS
relative marker sputtering r: 0.8
tail with unequal sputtering alone: 2.5 nm
centroid with unequal sputtering alone: 20.5 nm
displacement energy: 15 eV
rms hop length: 1 nm
displacements per ion per depth: 13.33 1/nm
mixing diffusivity: 0.2774 nm^2/s
ratio P = v w/D: 0.72
tail with incomplete mixing alone: 1.781 nm
small-P estimate of that tail: 1.76 nm
soft-edge width: 0.4 nm
tail with incomplete mixing and soft edge: 2.269 nm
tail with these two and unequal sputtering: 2.669 nm
retained argon fraction: 5 %
tail with retained argon alone: 1.9 nm
rms roughness: 0.5 nm
tail length with roughness, by quadrature: 2 nm
tail amplitude factor from roughness: 1.032
peak marker fraction with roughness: 0.6363 %
peak position with roughness: 18.68 nm
finite marker width: 0.5 nm
peak marker fraction with finite width: 0.8848 %
temperature: 300 K
thermal diffusion prefactor: 10 cm^2/s
thermal activation energy: 4.7 eV
thermal diffusion length during profile: 2.1e-31 nm
every check passed
```
